Neutral fraction of nanoparticles in charge equilibrium at 1000 K

**The situation**

Silicon particles form in the gas of a hot silane deposition reactor. Treat them as identical conducting spheres of radius a = 10 nm at T = 1000 K, far apart in a dilute gas. Each can gain or lose elementary charges by reversible processes, and the charge number n (charge ne, with e > 0) takes every integer value. The cloud of particles is neutral as a whole. The gas has the permittivity of vacuum, ε₀. Energies are compared with k_BT = 0.08617 eV.

**Part (a). Find the electrostatic self-energy of a particle with charge number n, and its value for n = 1.**

*Answer.* The charge sits on the surface of the conductor, so there is no field inside. Outside, Gauss's law gives

E(r) = ne/(4πε₀r²), r > a.

The self-energy is the energy density ε₀E²/2 integrated over shells of volume 4πr² dr:

U_n = ∫ₐ^∞ (ε₀/2) · n²e²/(16π²ε₀²r⁴) · 4πr² dr
= (n²e²/8πε₀) ∫ₐ^∞ dr/r²
= n²e²/(8πε₀a).

The energy depends on n², so both signs of charge cost the same. For n = 1 and a = 10 nm it is 0.0720 eV, slightly less than k_BT. Single charges should therefore be common. Double charges cost four times as much and should be rare.

**Part (b). Removing an electron from a particle also costs its work function, which is not symmetric in n. Show that the charge distribution is nevertheless symmetric in a large neutral cloud.**

*Answer.* Let the free energy of a particle be a constant plus U_n plus a term linear in n, which holds the work function. Linearity means that each further electron is taken from the same internal level. This suits a metal, whose levels are dense on the scale of k_BT. Write the linear term as c n k_BT and define

λ = e²/(8πε₀a k_BT), so that U_n/k_BT = λn².

For M particles with charge numbers n₁, …, n_M, the Boltzmann weight is

∏ᵢ exp(−λnᵢ² − cnᵢ) = exp(−λ Σᵢ nᵢ²) · exp(−c Σᵢ nᵢ).

Neutrality requires Σᵢ nᵢ = 0, so the last factor is 1. The work function drops out because every electron that leaves one particle ends on another of the same kind.

Now select one particle with charge number n. The other M − 1 must carry total charge number −n. Let R(−n) be the sum of their weights under this condition. Then

P(n) ∝ exp(−λn²) R(−n).

Apart from a constant, R(−n) is the probability that M − 1 independent charge numbers, each drawn with weight exp(−λn²), add up to −n. Each has mean zero and some variance σ². By the central limit theorem, for large M,

R(−n) ∝ exp[−n²/(2(M − 1)σ²)] → 1 for fixed n and M → ∞.

Hence the fraction of particles with charge number n is

f_n = exp(−λn²)/Z, Z = Σ exp(−λn²) over all integers n.

The leading correction for a finite cloud follows from expanding the last exponential. It multiplies the normalizing sum by 1 − ⟨n²⟩/(2(M − 1)σ²). Since ⟨n²⟩ = σ², the neutral fraction is raised by the relative amount 1/(2(M − 1)), about 0.25 percent for M = 200.

**Part (c). Show that about 52 percent of the particles are neutral. Bound the terms you leave out of Z, and find the charged fractions.**

*Answer.* From part (a),

λ = 0.0720 eV / 0.08617 eV = 0.8355.

The terms for n and −n are equal, so

f₀ = 1/[1 + 2(e^(−λ) + e^(−4λ) + e^(−9λ) + …)].

The weights are

n = ±1: e^(−λ) = 0.4337
n = ±2: e^(−4λ) = 0.0354
n = ±3: e^(−9λ) = 0.0005.

To bound the rest, write n = N + k with k ≥ 0. Because k² ≥ k for integers,

(N + k)² = N² + 2Nk + k² ≥ N² + (2N + 1)k.

The terms from N onwards are thus bounded by a geometric series. Counting both signs,

2 Σ_{n≥N} e^(−λn²) ≤ 2e^(−λN²)/[1 − e^(−(2N+1)λ)].

For N = 4 the bound is 3.1 × 10⁻⁶, which is negligible here. Therefore

Z = 1 + 2(0.4337 + 0.0354 + 0.0005) = 1.939,
f₀ = 1/1.939 = 0.516.

About 52 percent of the particles are neutral. A fraction 0.4337/1.939 = 22.4 percent carries one positive charge, and the same fraction one negative charge. Each sign of double charge accounts for 1.8 percent, and each sign of triple charge for 0.03 percent.

**Part (d). Derive a closed approximation for f₀ when λ is not large. Find the opposite limit, and discuss the dependence on radius and temperature.**

*Answer.* Consider the function

g(x) = Σ exp[−λ(n + x)²] over all integers n.

It has period 1 in x, and g(0) = Z. Its Fourier coefficients are integrals over one period. The sum over n joins these periods into the whole line:

g_k = ∫₋∞^∞ exp(−λx² − 2πikx) dx.

Completing the square,

−λx² − 2πikx = −λ(x + iπk/λ)² − π²k²/λ.

The shifted Gaussian integral is √(π/λ), so g_k = √(π/λ) exp(−π²k²/λ). Adding the Fourier series at x = 0 gives

Z = √(π/λ) [1 + 2exp(−π²/λ) + 2exp(−4π²/λ) + …].

For λ = 0.8355 the first correction is 1.5 × 10⁻⁵. To that relative accuracy,

f₀ ≈ √(λ/π) = e/[π√(8ε₀a k_BT)].

In this regime the discrete charge distribution has nearly the normalization of a continuous Gaussian. The neutral fraction falls as 1/√(aT).

When λ is large, the direct sum is the useful form. Keeping n = 0 and n = ±1 gives

f₀ ≈ 1 − 2e^(−λ).

Almost all particles are then neutral, because one charge costs several k_BT. The square-root formula must fail there, since it exceeds 1 for λ > π.

The full sum gives these values:

a = 20 nm, T = 1000 K: λ = 0.418, f₀ = 0.365
a = 5 nm, T = 1000 K: λ = 1.671, f₀ = 0.725
a = 10 nm, T = 300 K: λ = 2.785, f₀ = 0.890.

At fixed temperature, doubling the radius from 10 to 20 nm lowers f₀ from 0.516 to 0.365, a factor 1/√2. At 300 K the square-root formula would give 0.94 instead of 0.89. The particle that is charged about half the time at 1000 K is mostly neutral at room temperature, if its charge can still equilibrate. These values hold for a metallic particle. Undoped silicon has too few carriers at small radius or low temperature for them to apply, as part (e)(iii) shows.

**Part (e). Stay with thermal equilibrium, but relax three assumptions one at a time: the neutrality of the particle cloud, the surface position of the charge, and the dense levels of a metal. How far does f₀ move?**

*Answer.* (i) *Bias.* If ions, electrons or walls balance the charge of the particles, the particle cloud need not be neutral by itself. A linear term then survives. Let it favour positive charge by δ per elementary charge, and set β = δ/k_BT. The weights become exp(−λn² + βn). Adding the terms for n and −n gives

f₀ = 1/[1 + 2 Σ_{n≥1} e^(−λn²) cosh(βn)].

Since cosh(βn) ≥ 1, a bias of either sign lowers the neutral fraction. For a trial value δ = 0.05 eV, β = 0.58, and the sum gives f₀ = 0.466 with a mean charge number of 0.35. A bias smaller than k_BT is thus enough to spoil the symmetry. The effect grows fast: δ = 0.1 eV gives f₀ = 0.345 and δ = 0.2 eV gives f₀ = 0.10.

(ii) *Charge in the volume.* Suppose the charge fills a dielectric sphere of relative permittivity ε_r uniformly. The outside field is unchanged. Inside, E = ner/(4πε₀ε_r a³), which adds the energy

∫₀ᵃ (ε₀ε_r/2)E² 4πr² dr
= [n²e²/(8πε₀ε_r a⁶)] ∫₀ᵃ r⁴ dr
= n²e²/(40πε₀ε_r a)
= U_n/(5ε_r).

With the rough silicon value ε_r = 12, λ is multiplied by 1.017 and f₀ becomes 0.520. This holds for a smeared charge. A single carrier does not repel itself, but it polarizes the sphere by an amount that depends on its position. For real carriers the small shift of f₀ can therefore differ in size and even in sign.

(iii) *Few carriers.* An undoped silicon particle without surface states holds few mobile electrons and holes. Treat them as nondegenerate, and keep U_n as the energy of the net charge. Let z_e and z_h be the statistical weights of one electron and one hole, including their chemical potentials. For n ≥ 0, the states with k electrons and k + n holes have total weight

Σ_{k≥0} z_e^k z_h^(k+n)/[k!(k + n)!]
= (z_h/z_e)^(n/2) Σ_{k≥0} m^(2k+n)/[k!(k + n)!], m = √(z_e z_h).

The prefactor is exponential in n, so it drops out in a neutral cloud by the argument of part (b). The remaining series is the modified Bessel function I_n(2m). Exchanging electrons and holes gives the same result for −n. Hence

f_n ∝ I_|n|(2m) exp(−λn²).

To find m, sum exp(−p²/2m*k_BT) over momentum states, with two spin states per cell h³. Here m* is the density-of-states mass. The result per unit volume is

N = 2(2πm*k_BT/h²)^(3/2).

Take the same mass for both bands. The chemical potential cancels in z_e z_h, which leaves the gap E_g:

m = n_iV, n_i = N exp(−E_g/2k_BT), V = 4πa³/3.

With the rough values m* = 1.1 electron masses and E_g = 0.9 eV at 1000 K, N = 1.76 × 10²⁰ cm⁻³ and n_i = 9.5 × 10¹⁷ cm⁻³. The particle volume is 4.19 × 10⁻¹⁸ cm³, so m = 4.0. The weights then give f₀ = 0.536. The third digit is not firm. The bulk density of states neglects confinement in the small sphere. Summing over the levels of a hard-walled sphere with the same mass lowers m to 3.3 and raises f₀ to 0.540. Separate parabolic masses (six electron valleys of 0.32, holes of 0.49, 0.16 and 0.29) give f₀ = 0.55 with the bulk density of states and 0.56 with confinement. A fair range is 0.54 to 0.56.

The reason for the rise is that a net charge needs an imbalance between a few electrons and a few holes, which has a statistical cost. For large m that cost disappears at fixed n, because I_n(2m)/I₀(2m) → 1, and the metallic result returns. For small m, I₁(2m)/I₀(2m) ≈ m and f₀ ≈ 1 − 2m e^(−λ), so the metallic result fails. With the same rough mass, a = 5 nm at 1000 K has m = 0.50 and f₀ = 0.86 instead of 0.725. For a = 10 nm at 300 K with E_g = 1.12 eV, m is about 5 × 10⁻⁸ and practically every particle is neutral.

**Part (f). Suppose instead that the particles are charged by capturing ions of both signs, present in equal density and with equal mass, and that captured charge is never released. Is the steady state the Boltzmann distribution?**

*Answer.* No. A steady state of one-way captures is not thermal equilibrium, in which each process is balanced by its own reverse.

*Capture rate.* Let an ion approach without gas collisions, with energy E and impact parameter b. Its radial kinetic energy E − U(r) − Eb²/r² must stay positive down to the surface. With s = r/a and x = E/k_BT, the largest b that leads to capture obeys

b²/a² = min over s ≥ 1 of s²[1 − U/(x k_BT)],

or zero if the minimum is negative. The ion flux contains one factor v more than the Maxwell speed distribution v² exp(−x), and v³ dv ∝ x dx. The capture coefficient is therefore

K = πa² v̄ B, B = ∫₀^∞ x e^(−x) (b²/a²) dx, v̄ = √(8k_BT/πm_ion).

*Without image forces.* A positive ion near a particle of charge number n has U/k_BT = φ/s with φ = 2λn, and b²/a² is the minimum of s² − φs/x. For attraction this increases with s, so the minimum lies at s = 1:

B = ∫₀^∞ (x + |φ|)e^(−x) dx = 1 + |φ|.

For repulsion, ions with x < φ cannot reach the surface. For x > φ the minimum is again at s = 1:

B = ∫_φ^∞ (x − φ)e^(−x) dx = e^(−φ).

In the steady state there is no net flow between neighbouring charge numbers, because the chain of charge states has no outflow at its ends. Captures of positive ions by neutral particles balance captures of negative ions by particles with n = 1:

f₁/f₀ = 1/(1 + 2λ) = 1/2.671 = 0.374.

The Boltzmann ratio is e^(−λ) = 0.434. Continuing the balance to higher charges gives f₀ = 0.561.

*With image forces.* An ion also polarizes the sphere. For a neutral conductor, the image charge −ea/r lies at distance a²/r from the centre, and a charge +ea/r at the centre restores neutrality. The interaction energy is half the ion charge times the potential of these induced charges:

U = (e²a/8πε₀)[1/r² − 1/(r² − a²)]
= −(e²/8πε₀) a³/[r²(r² − a²)].

Thus U/k_BT = −λ/[s²(s² − 1)]. With u = s² − 1, the quantity to minimize is 1 + u + λ/(xu). Its minimum is at u = √(λ/x), so

b²/a² = 1 + 2√(λ/x),
B = 1 + 2√λ ∫₀^∞ √x e^(−x) dx = 1 + √(πλ) = 2.62.

The integral is √π/2. A neutral particle captures ions 2.62 times as fast as it would without the image force. For a charged particle the term 2λn/s is added to U/k_BT. I found the minimum over s and the average over x numerically on grids, keeping charge numbers from −5 to 5. The steady state then has f₀ = 0.458 and f₁ = 0.241. The image force moves the neutral fraction from above the Boltzmann value to below it.

**Part (g). Can the result of part (c) be applied to a real silane reactor?**

*Answer.* A temperature near 1000 K is a reasonable rough value for thermal silicon deposition from silane, and 10 nm is a plausible radius for particles growing in the gas. Whether charge can be exchanged fast enough is the more serious question.

Take a rough ion mass of 100 u, for which v̄ = 460 m/s. With B = 2.62, K = 3.8 × 10⁻⁷ cm³/s for a neutral particle. It captures ions of both signs, so one capture in a residence time t = 1 s needs

2K N_ion t = 1, N_ion = 1.3 × 10⁶ cm⁻³ of each sign.

The charge inventory is more demanding. At a rough particle density of 10¹⁰ cm⁻³, the 48 percent of charged particles number 4.8 × 10⁹ cm⁻³. If they start neutral and are charged by ions, at least 2.4 × 10⁹ ion pairs per cm³ must be supplied. Natural background ionization yields roughly ten pairs per cm³ per second in ordinary air, far too few. A thermal reactor therefore needs another source of charge before the equilibrium fraction applies. In a silane plasma charge is plentiful, but the fast electrons drive particles towards negative charge, and the symmetric distribution fails.

The interaction between particles is weak for these numbers. Their mean spacing is 4.6 µm, at which two elementary charges interact with 3.1 × 10⁻⁴ eV, or 0.4 percent of k_BT. For molecules of rough diameter d = 0.3 nm, the mean free path k_BT/(√2 πd²p) at p = 760 Torr is about 340 nm. This is much larger than a, but ions collide more often than this neutral-gas value suggests, and their Coulomb attraction reaches beyond the surface. The collisionless capture rates are therefore estimates only.

A fixed radius is a stronger assumption. For particles of mass m_p, the collision coefficient is π(2a)²√(16k_BT/πm_p), about 3.4 × 10⁻⁹ cm³/s with the density of solid silicon. At 10¹⁰ particles per cm³, each one meets about 34 others per second. If they stick, the cloud coarsens well within 1 s, and the value for a = 10 nm applies only while the particles still have that size.

The value of 52 percent thus describes a neutral cloud of conducting particles in charge equilibrium. For a = 10 nm at 1000 K and a neutral cloud, the corrections of part (e)(ii) and (iii) give 52 to about 56 percent, and the one-way capture models of part (f) give 46 and 56 percent. A bias is not bounded in this way: 0.05 eV gives 47 percent and 0.2 eV gives 10 percent. A reactor without an adequate charge source can leave nearly all particles neutral.

Numbers in the example were calculated in double precision.
